\section*{Why 180-degree ferroelectric switching leaves the spontaneous strain unchanged}

\section{The result}

Let a ferroelectric have a parent phase with an inversion centre. At zero field and equal stress, a state of polarization $+\mathbf P$ and its image under inversion, of polarization $-\mathbf P$, have the same strain. When the polarization alone fixes the state, as assumed below, complete 180-degree switching therefore leaves the spontaneous strain unchanged. The strain still traces a butterfly loop as the field is cycled, for two reasons:
\begin{itemize}
\item Reversal changes the sign of the piezoelectric coefficient while the field is on.
\item Part of the crystal may pass through states that are not 180-degree states, and these can have a different spontaneous strain along the measured direction.
\end{itemize}

The opposing belief is that the crystal deforms because its polarization reverses, so that the butterfly loop displays the strain of reversal. It has two good arguments. First, the strain does jump at the switching field. Second, strain in these materials is proportional to $P^2$, and squaring a measured polarization loop gives a curve with two minima, much like a butterfly. The first argument mistakes a piezoelectric jump for a spontaneous one. The second squares an average where it should average a square.

\section{What inversion requires}

Let $G(\mathbf P,\mathbf E,\sigma)$ be the Gibbs energy density at field $\mathbf E$ and stress $\sigma$. Inversion reverses $\mathbf P$ and $\mathbf E$ but leaves stress and strain unchanged. If it is a symmetry of the parent phase, then
\begin{equation}
G(\mathbf P,\mathbf E,\sigma)=G(-\mathbf P,-\mathbf E,\sigma).
\end{equation}
Strain is $x=-\partial G/\partial\sigma$, so it inherits the same property:
\begin{equation}
x(-\mathbf P,-\mathbf E)=x(\mathbf P,\mathbf E).
\label{eq:even}
\end{equation}
If $\mathbf P$ is an equilibrium state at $\mathbf E=0$, so is $-\mathbf P$, with equal strain. This takes $\mathbf P$ as the only order parameter. With further order parameters the equality holds only between inversion partners. For example, a transition $m\bar{3}m\to mm2$ with $\mathbf P$ along $z$ and $x_1\neq x_2$, as in orthorhombic HfO$_2$ referred to the cubic fluorite structure, has twelve domain states. Two of them have $-\mathbf P$: one has the strain of the starting state, and the other has $x_1$ and $x_2$ exchanged. For a cubic parent of class $m\bar{3}m$, such as the cubic perovskite structure, the leading strain along $z$ is
\begin{equation}
x_3=Q_{11}P_3^2+Q_{12}(P_1^2+P_2^2),
\label{eq:electrostriction}
\end{equation}
where $Q_{11}$ and $Q_{12}$ are electrostrictive coefficients and strain is measured from the parent phase.

A mechanical model shows this without assuming a quadratic law. Place an ion in an octahedral cage of anharmonic springs with stiffness $k$ and length $\ell$. A spring stretched by $u\ell$ has the Morse energy $k\ell^2(1-e^{-2u})^2/8$. Let the surrounding material resist strain with the energy $5k\ell^2\sum_{ij}x_{ij}^2$. Move the ion along $z$ by $0.1\ell$ and let the cage relax. The $zz$ strain is 0.004979 for either direction of the shift. Halving the shift divides this strain by 3.988, close to the factor 4 of a quadratic law.

Without an inversion centre this equality can fail. A tetrahedral cage has none. With the same springs and surroundings, the same two shifts give $xy$ shears of $+0.00699$ and $-0.00699$. A parent phase that is already piezoelectric permits such a strain linear in $P$, and 180-degree reversal can then change the spontaneous shear.

\section{The piezoelectric response of each state}

Consider the model energy
\begin{align}
G={}&-\frac a2\sum_iP_i^2+\frac b4\sum_iP_i^4+\frac c2\sum_{i<j}P_i^2P_j^2-EP_3\nonumber\\
&-\sigma\left[Q_{11}P_3^2+Q_{12}(P_1^2+P_2^2)\right],
\end{align}
with $a,b>0$, and with field and stress along $z$. The purely elastic term is omitted because its contribution to the strain vanishes at $\sigma=0$. In equilibrium $\partial G/\partial P_i=0$, so the change of $\mathbf P$ with stress does not contribute to $dG/d\sigma$, and $-dG/d\sigma$ reproduces Eq.~\eqref{eq:electrostriction}.

For polarization along $z$ and zero stress, equilibrium requires
\begin{equation}
-aP+bP^3=E.
\label{eq:state}
\end{equation}
At $E=0$ the solution $P=0$ is unstable, and the other two are $P=\pm P_s$ with $P_s^2=a/b$. Both signs have the spontaneous strain $x_s=Q_{11}P_s^2$.

Now put $P=P_s+\delta$ into Eq.~\eqref{eq:state}. The terms without $\delta$ cancel. The linear coefficient is $-a+3bP_s^2=2a$, and the quadratic one is $3bP_s=3a/P_s$. Hence
\begin{equation}
2a\,\delta+\frac{3a}{P_s}\delta^2+O(\delta^3)=E.
\end{equation}
To first order $\delta=\chi E$, with $\chi=1/(2a)$. Inserting this in the quadratic term gives
\begin{equation}
\delta=\chi E-\frac{3}{2P_s}\chi^2E^2+O(E^3).
\end{equation}
The strain change is then
\begin{align}
x_+-x_s&=Q_{11}\left(2P_s\delta+\delta^2\right)\nonumber\\
&=2Q_{11}P_s\chi E+Q_{11}(-3+1)\chi^2E^2+O(E^3)\nonumber\\
&=dE-2Q_{11}\chi^2E^2+O(E^3),
\end{align}
where $d=2Q_{11}P_s\chi$. Equation~\eqref{eq:even} gives the down state through $x_-(E)=x_+(-E)$:
\begin{equation}
x_-=x_s-dE-2Q_{11}\chi^2E^2+O(E^3).
\end{equation}
The piezoelectric coefficient has changed sign and the spontaneous strain has not. At the same nonzero field the two states differ by $x_+-x_-=2dE+O(E^3)$. It would therefore also be wrong to say that 180-degree switching never produces a strain jump.

\section{Many domains}

Let a fraction $f$ of the volume point up and $1-f$ point down. Neglect the volume of the walls and the electrostatic stress, and take $E$ as uniform. To linear order the local strain is
\begin{equation}
x(\mathbf r)=x_s+s^E\sigma(\mathbf r)+\eta(\mathbf r)\,dE,
\end{equation}
with tensor indices suppressed, $\eta=+1$ in up domains and $\eta=-1$ in down domains. Inversion relates the two orientations, so their compliance $s^E$ is the same.

The mean stress of a body with no surface forces is zero. To see this, use mechanical equilibrium, $\partial_k\sigma_{ik}=0$, with $r_j$ the position coordinate:
\begin{equation}
\int\sigma_{ij}\,dV=\int\partial_k(\sigma_{ik}r_j)\,dV
=\oint\sigma_{ik}n_kr_j\,dS=0.
\end{equation}
Averaging the local strain, with $\langle\eta\rangle=f-(1-f)$, leaves
\begin{equation}
\bar x=x_s+(2f-1)dE+O(E^2).
\label{eq:mixture}
\end{equation}
At $E=0$ the mean strain is $x_s$ for every $f$. Moving a 180-degree wall changes the net polarization without changing the spontaneous strain.

This was tested on two domains forced to share the same $x_3$, with internal stress included. For $f=0.7$ and 0.1~MV/m, Eq.~\eqref{eq:mixture} gives 4.800~ppm with the parameters below. With an elastic modulus of 100~GPa at fixed $P$, the full solution gives 4.795~ppm. The difference scales as $E^2$ and depends on the modulus: the result is 4.792~ppm at 1~GPa and 4.798~ppm at 1000~GPa.

\section{A butterfly from 180-degree switching alone}

Take the round model values $P_s=0.3$~C/m$^2$, $a=2.5\times10^8$~V\,m/C, $c=1.5b$, $Q_{11}=0.1$~m$^4$/C$^2$ and $Q_{12}=-0.04$~m$^4$/C$^2$. Then $\chi=2\times10^{-9}$~F/m and
\begin{align}
x_s&=0.1\times0.3^2=0.9\,\%,\\
d&=2\times0.1\times0.3\times2\times10^{-9}\ \mathrm{m/V}
=120\ \mathrm{pm/V}.
\end{align}
Let switching occur at an assumed field magnitude $E_c=1$~MV/m. Start with an up domain at $+2$~MV/m, where the strain exceeds $x_s$ by 0.0237\,\%. Lowering the field to zero removes this excess. At $-1$~MV/m, just before switching, the change from $x_s$ is about
\begin{equation}
-dE_c=-(120\times10^{-12})(10^6)=-0.012\,\%.
\end{equation}
Just after switching it is about $+0.012\,\%$. At $-2$~MV/m it is again 0.0237\,\%, and on return to zero field it vanishes. The reverse half-cycle is the mirror image, which completes the butterfly.

The jump is $2dE_c=0.024\,\%$, although the spontaneous strain is 0.9\,\% on both sides of it. To leading order its size is proportional to the field at which switching happens, as expected of a piezoelectric jump.

\section{States that are not 180-degree states}

Suppose that some of the crystal passes through a-domains, whose polarization lies along $x$ or $y$. Their spontaneous strain along $z$ is $Q_{12}P_s^2=-0.36\,\%$. A field along $z$ induces a component $P_3$ proportional to $E$. This enters the strain as $P_3^2$, while reflection $z\to-z$ shows that the transverse polarization is even in $E$. An a-domain therefore has no linear response of $x_3$ to this field.

Treat each domain as stress-free, and let $f_++f_-+f_a=1$. The average is
\begin{align}
\bar x&=f_+(x_s+dE)+f_-(x_s-dE)+f_aQ_{12}P_s^2+O(E^2)\nonumber\\
&=x_s+(f_+-f_-)dE-f_a\Delta+O(E^2),
\label{eq:full}
\end{align}
where
\begin{equation}
\Delta=(Q_{11}-Q_{12})P_s^2=0.14\times0.09=1.26\,\%.
\end{equation}
With 45\,\% up, 45\,\% down and 10\,\% a-domains, the piezoelectric terms cancel and the strain changes by $-0.1\times1.26\,\%=-0.126\,\%$. This is about ten times the piezoelectric lobe. The a-domain share that matches the lobe is
\begin{equation}
f_a=\frac{dE_c}{\Delta}=\frac{0.012}{1.26}=0.95\,\%.
\end{equation}
About one percent of the volume is enough. In a real polydomain crystal, neighbouring domains with different spontaneous strains can stress one another, so these figures belong to the stress-free assumption.

Equation~\eqref{eq:full} also gives a way to read a loop. Since $|f_+-f_-|\le1$, up and down domains alone cannot lower the strain below $x_s$ by more than $d|E|$ at linear order. A much deeper lobe needs another contribution. If the a-domains vanish again, the end states have equal strain at zero field. If their share differs between the end states by $\delta f_a$, the zero-field strain differs by $-\delta f_a\Delta$, and the switching was not purely 180-degree in its net effect.

\section{Where squaring the polarization loop fails}

For a single domain on the $z$ axis, $x_3=Q_{11}P^2$ is correct in this model, and its slope gives the correct $d$. The error lies in using the mean polarization $\bar P$ of a crystal with many domains. At zero field, with up and down domains alone, $\bar P=(2f-1)P_s$, whereas $P^2=P_s^2$ in every domain. The difference is
\begin{equation}
\langle P^2\rangle-\bar P^2
=P_s^2\left[1-(2f-1)^2\right]=4f(1-f)P_s^2.
\end{equation}
It vanishes for a single domain and is largest at $f=1/2$, where it equals the whole of $P_s^2$.

At $-1$~MV/m, a half-up, half-down crystal has $\bar P=-0.002$~C/m$^2$, which is the induced part $\chi E$. The mistaken formula gives
\begin{equation}
Q_{11}\bar P^2-x_s=0.1\times(0.002)^2-0.009\approx-0.90\,\%.
\end{equation}
The average of the actual domain strains changes by $-0.00008\,\%$. The squared loop thus predicts an almost complete loss of spontaneous strain where almost none is lost.

\section{Uniform reversal}

Reversal without domains is a different case, because $|P|$ itself can change. For a state $(0,0,P)$ the curvatures of $G$ at zero stress are
\begin{equation}
\frac{\partial^2G}{\partial P_3^2}=-a+3bP^2,\qquad
\frac{\partial^2G}{\partial P_1^2}=-a+cP^2,
\end{equation}
and the mixed derivatives vanish. The up state is stable at zero field if $c>b$. An opposing field lowers $P$ from $P_s$. The sideways curvature vanishes at $P^2=a/c$ and the axial one at $P^2=a/(3b)$. For $b<c<3b$ the sideways instability has the larger $P^2$ and is met first. Equation~\eqref{eq:state} gives its field:
\begin{equation}
E=-aP\left(1-\frac{b}{a}P^2\right)=-a\sqrt{\frac ac}\left(1-\frac bc\right).
\end{equation}
Here $P^2=0.09/1.5=0.06$~C$^2$/m$^4$, so $P=0.245$~C/m$^2$ and $E=-20.4$~MV/m. The axial limit would be reached at $-28.9$~MV/m. Both fields are far above the switching field of 1~MV/m assumed earlier, so a crystal that switches by domains at that field never reaches these limits. When rotation starts, the strain has already changed by $0.1\times(0.06-0.09)=-0.30\,\%$, since $|P|$ has fallen.

Uniform reversal therefore changes the strain on the way, first through $|P|$ and then through rotation. This calculation does not follow the path beyond the instability. Whatever the path, if it ends at $-\mathbf P_s$ and the field is removed, Eq.~\eqref{eq:even} restores the initial strain. The numerical output lists the values for all the cases considered here.

\section*{Table of computed values}
\begin{verbatim}
CAGE TEST (ion shift 0.1 bond length)
octahedron, shift up: zz strain = 0.004979
octahedron, shift down: zz strain = 0.004979
octahedron, shift up: xx strain = -0.000820
zz strain ratio, shift 0.1 to 0.05 = 3.988
tetrahedron, shift up: xy strain = 0.006993
tetrahedron, shift down: xy strain = -0.006993
MODEL INPUTS
Ps = 0.30 C/m^2
a = 2.500e+08 V m/C
b = 2.7778e+09 V m^5/C^3
c/b = 1.50
Q11 = 0.100 m^4/C^2
Q12 = -0.040 m^4/C^2
switching field Ec = 1.0 MV/m
maximum field = 2.0 MV/m
SINGLE-DOMAIN RESULTS
spontaneous x3, up domain = 0.9000 %
spontaneous x3, down domain = 0.9000 %
spontaneous x3, a-domain = -0.3600 %
difference Delta = 1.2600 %
chi33 = 2.0000e-09 F/m
chi33/epsilon0 = 225.9
chi11/epsilon0 = 903.5
d33, up domain = 120.00 pm/V
d33, down domain = -120.00 pm/V
second-order coefficient = -8.003e-19 m^2/V^2
GLUED 180-DEGREE DOMAINS
up share = 0.70, field = 0.10 MV/m
Young modulus at fixed P = 100 GPa
strain change, full solution = 4.7948 ppm
strain change, linear law = 4.8000 ppm
LOOP: STRAIN CHANGE FROM xs
+2 MV/m, up = 0.02369 %
-1 MV/m, before switching = -0.01208 %
-1 MV/m, half up and half down = -0.00008 %
-1 MV/m, 45% up, 45% down, 10% a = -0.12597 %
-1 MV/m, after switching = 0.01192 %
-2 MV/m, down = 0.02369 %
0 MV/m, down = 0.00000 % (magnitude)
jump at -1 MV/m = 0.02400 %
-1 MV/m, 20% up, 70% down, 10% a = -0.11997 %
mean P, half up and half down = -0.00200 C/m^2
mistaken change from mean P = -0.89996 %
a-domain share matching d33*Ec = 0.952 %
UNIFORM REVERSAL
field where rotation starts = -20.412 MV/m
P3 where rotation starts = 0.2449 C/m^2
strain change there = -0.3000 %
axial stability limit = -28.868 MV/m
\end{verbatim}
